# Second-order Breit energies of positronium P levels with 3P2–3F2 mixing

**Q:** Which part of the \(m\alpha^6\) energy is being computed, and from which Hamiltonian?

**A:** The part in which the Breit interaction acts twice. I use \(\hbar=c=1\), equal masses \(m\), relative momentum \(\mathbf p\), \(\mathbf n=\mathbf r/r\), and

\[
H_0=\frac{p^2}{m}-\frac{\alpha}{r}.
\]

The starting point is the Breit operator of positronium. On P states it reads

\[
H_B=-\frac{p^4}{4m^3}-\frac{\alpha}{2m^2}p_i\frac{\delta_{ij}+n_in_j}{r}p_j
+\frac{3\alpha}{2m^2r^3}\mathbf L\cdot\mathbf S+\frac{\alpha}{4m^2r^3}S_{12},
\]

with \(S_{12}=3(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\). The terms are the kinetic correction, the magnetic interaction of the orbital currents, spin-orbit coupling and the spin-spin tensor force.

The full \(m\alpha^6\) level also needs first-order effective operators of that order and radiative terms. They are not included here. The division is a convention: a unitary transformation with generator \(T\) of relative order \(\alpha^2\) adds \(i[T,H_0]\) to \(H_B\), which changes the second-order sum, while the first-order \(m\alpha^6\) operators change so as to compensate. The result below belongs to the form of \(H_B\) just written.

**Q:** You have dropped the contact and annihilation terms. Could they return through intermediate states?

**A:** No. They contain \(\delta^3(\mathbf r)\), which gives zero on a wave function that vanishes at the origin. \(H_B\) conserves total angular momentum \(J\) and parity, so a P state couples to odd \(l\) only, here P and F. It also conserves \(S\), since for equal masses it is symmetric in the two spins. Unequal masses would add a term with \((\boldsymbol\sigma_1-\boldsymbol\sigma_2)\cdot\mathbf L\), which mixes \({}^1P_1\) and \({}^3P_1\); the present formulas would then be incomplete.

**Q:** Fix the scale before the factors of two get lost.

**A:** The reduced mass is \(m/2\). I measure length in \(2/(m\alpha)\) and energy in \(m\alpha^2/2\), so that

\[
h=\frac{p^2}{2}-\frac1r,\qquad E=-\frac1{2n^2}.
\]

Momentum carries \(m\alpha/2\). The four coefficients of \(H_B\) become \(m\alpha^4\) times

\[
\frac1{4\cdot16}=\frac1{64},\quad \frac1{2\cdot8}=\frac1{16},\quad
\frac3{2\cdot8}=\frac3{16},\quad \frac1{4\cdot8}=\frac1{32}.
\]

Write \(H_B=m\alpha^4W\), and let \(G'\) be the inverse of \(E-h\) with the state itself projected out. Then

\[
\Delta E=\frac{(m\alpha^4)^2}{m\alpha^2/2}\langle WG'W\rangle=2m\alpha^6\langle WG'W\rangle .
\]

**Q:** What are the spin factors, including the coupling to F?

**A:** From \(\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-2-S(S+1)]\), the values are \(0,-2,-1,1\) for \({}^1P_1,{}^3P_0,{}^3P_1,{}^3P_2\).

For the tensor, insert \(\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2\) to get \(S_{12}=6(\mathbf S\cdot\mathbf n)^2-2S^2\). In the Cartesian triplet basis \([(\mathbf S\cdot\mathbf n)^2]_{ij}=\delta_{ij}-n_in_j\), so

\[
(S_{12})_{ij}=2\delta_{ij}-6n_in_j .
\]

The \({}^3P_0\) state is the vector \(\mathbf n\), giving \(-4\). The \({}^3P_1\) state is \(\mathbf a\times\mathbf n\), perpendicular to \(\mathbf n\), giving \(2\). The \({}^3P_2\) state is \(Q\mathbf n\) with \(Q\) symmetric and traceless. Its probability along \(\mathbf n\) is

\[
\frac{\langle(\mathbf n\cdot Q\mathbf n)^2\rangle}{\langle|Q\mathbf n|^2\rangle}
=\frac{2\,\mathrm{Tr}Q^2/15}{\mathrm{Tr}Q^2/3}=\frac25,
\]

hence \(\langle S_{12}\rangle=2-6\cdot\tfrac25=-\tfrac25\). Since \(n_in_j\) is a projector, \(S_{12}^2=4+12\,n_in_j\), with mean \(\tfrac{44}5\). What is not P must be F, so

\[
|\langle{}^3F_2|S_{12}|{}^3P_2\rangle|^2=\frac{44}5-\frac4{25}=\frac{216}{25}.
\]

In the singlet \(S_{12}=0\). The coefficient of \(1/r^3\) is \(\kappa=\tfrac3{16}\langle\mathbf L\cdot\mathbf S\rangle+\tfrac1{32}\langle S_{12}\rangle\), which equals \(0,-\tfrac12,-\tfrac18,\tfrac7{40}\) in the same order of states.

**Q:** The orbital term has derivatives on both sides of \(1/r\). How does it act on a radial function?

**A:** On \(R(r)Y_{lm}\), the \(\delta_{ij}\) part gives \(-r^{-2}(rR')'+l(l+1)R/r^3\). The \(n_in_j\) part gives \(-r^{-2}(rR')'\) again. With \(u=rR\), \(rR'=u'-u/r\), and after multiplication by \(r\) the sum is

\[
Ou=-\frac{2u''}{r}+\frac{2u'}{r^2}+\frac{l(l+1)-2}{r^3}u .
\]

For \(l=1\) the last term vanishes.

**Q:** A source with \(u'/r^2\) and \(u/r^3\) does not look solvable in closed form.

**A:** Most of it is \(h-E\) acting on a known function. For \(l=1\), \(h=-\tfrac12d^2/dr^2+1/r^2-1/r\). Since \((h-E)u=0\), we have \((h-E)(gu)=-\tfrac12g''u-g'u'\). Taking \(g=1/r\), and separately differentiating the Schrödinger equation, gives

\[
(h-E)\frac ur=\frac{u'}{r^2}-\frac u{r^3},\qquad
(h-E)u'=\frac{2u}{r^3}-\frac u{r^2}.
\]

Now insert \(u''=2u/r^2-2(E+1/r)u\) into \(O\), then use the first identity:

\[
Ou=\left(\frac{4E}r+\frac4{r^2}-\frac4{r^3}\right)u+\frac{2u'}{r^2}
=\left(\frac{4E}r+\frac4{r^2}-\frac2{r^3}\right)u+2(h-E)\frac ur .
\]

For the kinetic term, \(p^2=2(h+1/r)\), so

\[
p^4u=4\left(h+\frac1r\right)\left(E+\frac1r\right)u
=4\left(E+\frac1r\right)^2u+4(h-E)\frac ur .
\]

Adding \(-p^4/64-O/16+\kappa/r^3\) yields

\[
Wu=\left[-\frac{E^2}{16}-\frac{3E}{8r}-\frac5{16r^2}+\frac{\kappa+1/8}{r^3}\right]u
-\frac3{16}(h-E)\frac ur .
\]

Define \(t=\tfrac12(\kappa+\tfrac18)\). The second identity turns \(2tu/r^3\) into \(tu/r^2+t(h-E)u'\). Therefore

\[
Wu=Vu+(h-E)\chi,\quad V=-\frac{E^2}{16}+\frac br+\frac c{r^2},\quad
\chi=s\frac ur+tu',
\]

\[
b=\frac3{16n^2},\qquad c=t-\frac5{16},\qquad s=-\frac3{16}.
\]

The values of \(t\) are \(\tfrac1{16},-\tfrac3{16},0,\tfrac3{20}\) for \({}^1P_1,{}^3P_0,{}^3P_1,{}^3P_2\).

**Q:** You still have to solve for the response to \(V\).

**A:** \(V\) changes only the charge and the centrifugal strength of a Coulomb problem. Multiply its \(b\) and \(c\) terms by \(\varepsilon\). The charge becomes \(1-\varepsilon b\), and \(l\) becomes \(1+\delta\) with

\[
(1+\delta)(2+\delta)=2+2\varepsilon c,\qquad
\delta=\frac{2\varepsilon c}3-\frac{4\varepsilon^2c^2}{27}+\dots
\]

At fixed node number the solution is

\[
u_\varepsilon\propto r^{2+\delta}e^{-(1-\varepsilon b)r/(n+\delta)}
{}_1F_1\!\left(2-n;4+2\delta;\frac{2(1-\varepsilon b)r}{n+\delta}\right).
\]

Differentiating its eigenvalue equation at \(\varepsilon=0\) gives \((E-h)\dot u=(V-\langle V\rangle)u\), so \(\dot u\), made orthogonal to \(u\), is \(G'Vu\). For \(n=2\) the hypergeometric factor is 1, and the logarithmic derivative gives

\[
G'Vu=\left[\frac{2c}3\ln r+\left(\frac b2+\frac c6\right)r+\text{const}\right]u .
\]

The constant is set by orthogonality. The whole P-channel response is

\[
G'Wu=G'Vu-\chi+u\langle u|\chi\rangle .
\]

**Q:** Near the origin \(\chi\sim r\), while a regular P function goes as \(r^2\). Is that response allowed?

**A:** Yes. The source \(Wu\) contains \(r^{-1}\), and balancing it against \(1/r^2\) requires a particular solution proportional to \(r\). The forbidden homogeneous solution is \(r^{-1}\), which is absent. The boundary term in moving \(h\) across a product is proportional to \(fg'-f'g\); it vanishes at the origin for functions starting as \(r\) or \(r^2\), and at infinity by exponential decay. So \(h\) may be treated as Hermitian in the following integrals.

**Q:** Then give the second-order energy piece by piece.

**A:** Substitution and \(G'(h-E)\chi=-\chi+u\langle u|\chi\rangle\) give

\[
\langle WG'W\rangle_P=\langle VG'V\rangle
-2\big[\langle u|V|\chi\rangle-\langle V\rangle\langle u|\chi\rangle\big]
-\langle\chi|h-E|\chi\rangle .
\]

The first piece is the \(\varepsilon^2\) coefficient of \(-(1-\varepsilon b)^2/[2(n+\delta)^2]\):

\[
\langle VG'V\rangle=-\frac1{2n^2}\left[b^2+\frac{8bc}{3n}+\frac{8c^2}{27n}+\frac{4c^2}{3n^2}\right].
\]

For the rest let \(m_k=\langle r^{-k}\rangle\). The \(\varepsilon^1\) coefficient, \(b/n^2+2c/(3n^3)\), gives \(m_1=1/n^2\) and \(m_2=2/(3n^3)\). From \(\langle u|(h-E)u'\rangle=0\), \(m_3=m_2/2=1/(3n^3)\). For \(m_4\), evaluate \(K=\int u'^2r^{-2}dr\) twice. Hermiticity between \(u/r\) and \(u'\) gives \(K=\tfrac72m_4-m_3\). Integration by parts with the radial equation gives \(K=m_4+2m_3-m_2/n^2\). Thus

\[
m_4=\frac25\left(3m_3-\frac{m_2}{n^2}\right)=\frac2{5n^3}-\frac4{15n^5}.
\]

Using \(\int uu'r^{-k}dr=\tfrac k2m_{k+1}\), the second piece is

\[
-2\left[\left(s+\frac t2\right)bm_2+(s+t)cm_3-sm_1(bm_1+cm_2)\right],
\]

and the third is

\[
-\left[\frac{s^2}2m_4+2st(2m_4-m_3)+t^2(3m_4-m_3)\right].
\]

**Q:** What is the sum for general \(n\)?

**A:** Put \(q=\tfrac12s^2+4st+3t^2=\tfrac9{512}-\tfrac34t+3t^2\). Before the overall factor 2, the coefficients are

\[
\begin{aligned}
n^{-6}:&\quad-\frac9{512}-\frac9{128}=-\frac{45}{512},\\
n^{-5}:&\quad-\frac c2-\frac14\left(s+\frac t2\right)+\frac4{15}q
=\frac45t^2-\frac{33}{40}t+\frac{133}{640},\\
n^{-4}:&\quad-\frac23c^2,\\
n^{-3}:&\quad-\frac4{27}c^2-\frac23(s+t)c-\frac25q+\frac{2st+t^2}3 .
\end{aligned}
\]

In the last line the \(t^2\) terms add to \(-\tfrac4{27}-\tfrac23-\tfrac65+\tfrac13=-\tfrac{227}{135}\), the \(t\) terms to \(\tfrac5{54}+\tfrac13+\tfrac3{10}-\tfrac18=\tfrac{649}{1080}\), and the constants to \(-\tfrac{25}{1728}-\tfrac5{128}-\tfrac9{1280}=-\tfrac{2093}{34560}\). Doubling gives

\[
\Delta E_P=m\alpha^6\left(\frac{a_3}{n^3}+\frac{a_4}{n^4}+\frac{a_5}{n^5}+\frac{a_6}{n^6}\right),
\]

\[
\begin{aligned}
a_3&=-\frac{454}{135}t^2+\frac{649}{540}t-\frac{2093}{17280},&
a_4&=-\frac43\left(t-\frac5{16}\right)^2,\\
a_5&=\frac85t^2-\frac{33}{20}t+\frac{133}{320},&a_6&=-\frac{45}{256}.
\end{aligned}
\]

**Q:** Does any of these coefficients have a simple meaning?

**A:** \(a_4\) does. The first-order energy contains \(2c/(3n^3)\), which is a shift of the effective quantum number by \(\delta=2c/3\). Expanding \(-1/[2(n+\delta)^2]\) once more gives \(-3\delta^2/(2n^4)=-2c^2/(3n^4)\), half of \(a_4\) as required. At large \(n\) the \(a_3\) term dominates. Its part \(-8c^2/27\) comes from the \(\varepsilon^2\) term of \(\delta\); the rest comes from the short-distance means \(m_3\) and \(m_4\), whose leading terms scale as \(n^{-3}\).

**Q:** Now the F wave. Its centrifugal barrier differs, so your identities fail.

**A:** They change in a controlled way. The F-wave operator is \(h_3=h+5/r^2\), because \(l(l+1)/2\) rises from 1 to 6. Acting on the P function \(u\),

\[
\begin{aligned}
(h_3-E)u&=\frac{5u}{r^2},\\
(h_3-E)\frac ur&=\frac{u'}{r^2}+\frac{4u}{r^3},\\
(h_3-E)u'&=\frac{5u'}{r^2}+\frac{2u}{r^3}-\frac u{r^2}.
\end{aligned}
\]

Subtract five times the second line from the third to remove \(u'\), then add one fifth of the first to remove \(u/r^2\). What remains is \(-18u/r^3\). Therefore

\[
(E-h_3)f=\frac u{r^3},\qquad f=\frac1{18}\left(u'-\frac{5u}r+\frac u5\right).
\]

It starts as \(r\), decays exponentially and contains no irregular \(r^{-3}\) term. The radial element is

\[
\langle r^{-3}|f\rangle=\frac1{18}\left(\frac32m_4-5m_4+\frac{m_3}5\right)
=-\frac{10n^2-7}{135n^5}.
\]

The strength is \(2\cdot(1/32)^2\cdot216/25=27/1600\), so \({}^3P_2\) receives the additional shift

\[
\Delta E_F=-m\alpha^6\,\frac{10n^2-7}{8000n^5}.
\]

**Q:** For \(n\ge4\) there is an \(nF\) level at the same energy \(E\). Your denominator is zero.

**A:** Its numerator is zero too. Project \((E-h_3)f=u/r^3\) on the bound function \(u_{nF}\). The left side vanishes by Hermiticity, so \(\langle nF|r^{-3}|nP\rangle=0\). Adding a multiple of \(u_{nF}\) to \(f\) therefore leaves the energy unchanged.

Mixing inside the shell can still arise from effective matrix elements of order \(m\alpha^6\). If the Breit energies already separate the levels at order \(m\alpha^4\), the resulting shift is of order \((m\alpha^6)^2/(m\alpha^4)=m\alpha^8\). For \(n=4\) the first-order energies are \(-0.00102\) for \({}^3P_2\) and \(-0.00074\) for \({}^3F_2\), in \(m\alpha^4\), so the condition holds there.

**Q:** Work out \(2\,{}^3P_2\), where both channels contribute.

**A:** With \(t=3/20\),

\[
a_3=-\frac{7133}{432000},\quad a_4=-\frac{169}{4800},\quad a_5=\frac{1633}{8000},\quad a_6=-\frac{45}{256}.
\]

Dividing by \(8,16,32,64\), in units of \(m\alpha^6\),

\[
-0.0020639-0.0022005+0.0063789-0.0027466=-0.0006321 .
\]

The positive \(n^{-5}\) term nearly cancels the other three. For the F wave, the normalized function \(u=r^2e^{-r/2}/\sqrt{24}\) gives

\[
f=-\frac r6\left(1+\frac r{10}\right)\frac{e^{-r/2}}{\sqrt{24}},\qquad
\langle r^{-3}|f\rangle=-\frac1{144}\left(1+\frac1{10}\right)=-\frac{11}{1440}.
\]

Multiplication by \(27/1600\) gives \(-33/256000=-0.000129\). The total is \(-0.000761\,m\alpha^6\), or \(-0.0142\) MHz.

**Q:** Is the F wave then a large part of this state?

**A:** It is a small part of the wave function but 17% of this second-order shift. In first-order perturbation theory the amplitude is of order \(\alpha^2\), and the probability is

\[
4\alpha^4\,\frac1{32^2}\,\frac{216}{25}\,\langle f|f\rangle\approx3.8\times10^{-13}.
\]

The energy share is sizeable because the P-channel contribution is itself small. At large \(n\) the share tends to \((1/800)/(1/800+7133/432000)\), about 7%.

**Q:** How do the other \(n=2\) levels compare?

**A:** Here are the three pieces in the order derived above, and the P-channel sum, in \(10^{-3}m\alpha^6\), each entry rounded separately:

| Level | \(VG'V\) | cross | \(\chi\) | sum |
|---|---:|---:|---:|---:|
| \({}^1P_1\) | −4.166 | −1.058 | −0.163 | −5.387 |
| \({}^3P_0\) | −22.829 | −21.240 | −13.184 | −57.253 |
| \({}^3P_1\) | −7.421 | −4.150 | −1.465 | −13.037 |
| \({}^3P_2\) | −1.189 | +1.084 | −0.527 | −0.632 |

With \(m\alpha^6/h=18.658\) MHz, the first three shifts are \(-0.101\), \(-1.068\) and \(-0.243\) MHz. \({}^3P_0\) is shifted most: its spin-orbit and tensor terms are both attractive, \(\kappa=-\tfrac12\), and add \(\tfrac\kappa2r^{-2}=-\tfrac14r^{-2}\) to the spin-independent attraction \(-\tfrac14r^{-2}\) in \(V\). This gives \(c=-\tfrac12\) and \(t=-\tfrac3{16}\), each the largest in magnitude of the four. The size of \(\kappa\) alone does not decide the order: in \({}^3P_2\) it is positive and works against that attraction. In \({}^3P_2\) the cross piece is positive and cancels most of the first.

**Q:** Must second-order shifts be negative?

**A:** For \(n=2\), yes: no P or F bound state lies below \(2P\), so every energy denominator \(E-E_k\) is negative. For \(n\ge3\) there are lower P states, whose terms are positive, and the argument no longer fixes the sign. The totals computed for \(n=3\) and \(4\) are nevertheless negative for all four levels.

**Q:** The closed forms rest on many cancellations. What independent evidence supports them?

**A:** The original operator \(W\), before any commutator was used, was applied to \(u\), and the radial equations were solved numerically on a logarithmic grid. For \(n=2\) to \(5\) the energies agree with the formulas in every channel, with a largest difference of \(6\times10^{-15}\,m\alpha^6\). The \(n=2\) P-channel response functions, including the logarithm, also agree point by point. This tests the algebra from \(H_B\) onward, not the derivation of \(H_B\) or the omitted \(m\alpha^6\) terms. The \(n=2\) energies from both routes, and the largest differences for \(n=2\) to \(5\), are listed in the numerical output below.

**Q:** Can I set \(l=0\) and use the same method for S levels?

**A:** No. There the contact terms act, and \(m_3\) diverges at the origin because \(u^2\sim r^2\). The boundary terms dropped here would also need separate treatment. The closed expressions above hold for P levels of equal-mass positronium, with the stated form of \(H_B\).

## Values computed for the example and the checks

```
alpha = 0.007297353 (dimensionless)
m alpha^6 / h = 18.65805 MHz
1P1: <L.S>=0, <S12>=0, kappa=0, t=1/16 (pure numbers)
3P0: <L.S>=-2, <S12>=-4, kappa=-1/2, t=-3/16 (pure numbers)
3P1: <L.S>=-1, <S12>=2, kappa=-1/8, t=0 (pure numbers)
3P2: <L.S>=1, <S12>=-2/5, kappa=7/40, t=3/20 (pure numbers)
|<3F2|S12|3P2>|^2 = 216/25 (pure number)
1P1: a3,a4,a5,a6 = -511/8640, -1/12, 51/160, -45/256 [m alpha^6]
3P0: a3,a4,a5,a6 = -803/1728, -1/3, 25/32, -45/256 [m alpha^6]
3P1: a3,a4,a5,a6 = -2093/17280, -25/192, 133/320, -45/256 [m alpha^6]
3P2: a3,a4,a5,a6 = -7133/432000, -169/4800, 1633/8000, -45/256 [m alpha^6]
2 1P1 first order = -31/3072 = -0.01009115 m alpha^4
2 3P0 first order = -95/3072 = -0.03092448 m alpha^4
2 3P1 first order = -47/3072 = -0.01529948 m alpha^4
2 3P2 first order = -43/15360 = -0.00279948 m alpha^4
2 1P1 pieces V, cross, chi = -0.00416621, -0.00105794, -0.00016276 m alpha^6
2 3P0 pieces V, cross, chi = -0.02282941, -0.02124023, -0.01318359 m alpha^6
2 3P1 pieces V, cross, chi = -0.00742142, -0.00415039, -0.00146484 m alpha^6
2 3P2 pieces V, cross, chi = -0.00118878, 0.00108398, -0.00052734 m alpha^6
2 1P1 P channel: formula -0.005386918, grid -0.005386918 m alpha^6
2 3P0 P channel: formula -0.057253237, grid -0.057253237 m alpha^6
2 3P1 P channel: formula -0.013036657, grid -0.013036657 m alpha^6
2 3P2 P channel: formula -0.000632143, grid -0.000632143 m alpha^6
n=2 radial F element = -11/1440 = -0.00763889 (reduced Coulomb units)
2 3P2 F channel: formula -33/256000 = -0.000128906, grid -0.000128906 m alpha^6
F-wave probability in 2 3P2 = 3.8105e-13 (pure number)
2 1P1 total = -0.00538692 m alpha^6 = -0.100509 MHz
2 3P0 total = -0.05725324 m alpha^6 = -1.068234 MHz
2 3P1 total = -0.01303666 m alpha^6 = -0.243239 MHz
2 3P2 total = -0.00076105 m alpha^6 = -0.014200 MHz
3 1P1 total = -0.00214871 m alpha^6 = -0.040091 MHz
3 3P0 total = -0.01835241 m alpha^6 = -0.342420 MHz
3 3P1 total = -0.00462427 m alpha^6 = -0.086280 MHz
3 3P2 total = -0.00049001 m alpha^6 = -0.009143 MHz
4 1P1 total = -0.00098127 m alpha^6 = -0.018309 MHz
4 3P0 total = -0.00784298 m alpha^6 = -0.146335 MHz
4 3P1 total = -0.00203820 m alpha^6 = -0.038029 MHz
4 3P2 total = -0.00025778 m alpha^6 = -0.004810 MHz
2 3P2 F-channel shift = -0.002405 MHz
n=4 first order: 3P2 -0.00102132, 3F2 -0.00074230 m alpha^4
largest formula-grid gap, n=2..5: P 6.1e-15, F 1.5e-17 m alpha^6
largest gap in n=2 response function = 1.1e-14 (reduced Coulomb units)
```
